Capillary levelling of a shallow ripple on a thin viscous resist

A resist film 100 nm thick carries a ripple of period 4000 nm. In the thin-film estimate derived below, with a surface tension of 30 mN/m and a viscosity of 10⁴ Pa s, the ripple shrinks by a factor e in 164 s. Double the period and the time becomes 2628 s, sixteen times longer. Return to the first period and double the thickness, and it falls to 20.5 s, eight times shorter. Surface tension and viscosity are the same in all three cases. Where do the fourth power of the period and the third power of the thickness come from, and how far can they be trusted?

**1. The simplest case: a flat film pushed sideways**

Let x run along the substrate and z upward from it, with nothing varying in the third direction. A flat Newtonian film of thickness h and viscosity η is driven by a uniform pressure gradient p_x. Subscripts x, z and t denote derivatives. Inertia is neglected, so the viscous force balances the pressure force:

η u_zz = p_x.

The liquid sticks to the substrate, u(0) = 0, and the air exerts no shear stress on the surface, u_z(h) = 0. One integration with the surface condition gives

u_z = (p_x/η)(z − h),

and a second, with the substrate condition, gives

u = (p_x/η)(z²/2 − hz).

The volume flux per unit width is the integral over the thickness:

Q = ∫₀ʰ u dz = (p_x/η)(h³/6 − h³/2) = −h³ p_x/(3η).

The minus sign says that liquid moves toward lower pressure. The velocity scales as h² and the layer it fills as h, hence h³. The 3 belongs to this pair of boundary conditions. A numerical solution of the profile with unit thickness, viscosity and driving force gives a flux of 0.333333.

A first generalization is slip at the substrate, u(0) = b u_z(0), where b is the slip length. Since u_z(0) = −h p_x/η, the whole profile is shifted by −bh p_x/η, and

Q = −(p_x/η)(h³/3 + bh²) = −(h³p_x/3η)(1 + 3b/h).

Numerical profiles with b/h = 0.05 and 0.3 confirm the factor 1 + 3b/h. Below, b = 0 unless stated.

**2. The surface supplies the pressure**

Now let the thickness be H(x,t), with mean h and a ripple

H = h + a(t) cos kx, k = 2π/period.

The amplitude a is half the height from trough to crest. Pressure is measured from that of the air. For small slopes, ak ≪ 1, the surface curvature is H_xx, and surface tension γ, taken uniform, gives

p = −γH_xx.

At a crest H_xx is negative, so the pressure is positive and drives liquid toward the troughs.

The flat-film result can be used locally if the film is thin compared with the ripple, kh ≪ 1. Flow along x varies over a length 1/k, so the omitted term ηu_xx is smaller than ηu_zz by about (kh)². Volume conservation makes the vertical velocity of order kh·u, so the vertical viscous stress is of order ηku. The pressure is of order ηu/(kh²), larger by 1/(kh)². To leading order the pressure is therefore uniform across the film, and

Q = −H³p_x/(3η) = (γ/3η) H³H_xxx.

Without evaporation, the liquid in a column changes only by flow through its sides, H_t + Q_x = 0, so

H_t = −(γ/3η)(H³H_xxx)_x.

This equation still allows a finite ratio a/h. For a shallow ripple, a ≪ h, the term H_xxx is already proportional to a, so H³ may be replaced by h³:

H_t = −(γh³/3η) H_xxxx.

Four derivatives of cos kx return k⁴ cos kx with a plus sign. Hence

da/dt = −r₀a, a(t) = a(0) exp(−r₀t),

r₀ = γh³k⁴/(3η).

Two powers of k come from the curvature, one from the pressure gradient and one from the divergence of the flux. In this linear approximation, a surface made of several cosines levels component by component, each at its own rate. The approximation can fail for a component that has become very small, because larger ripples feed it through the nonlinear terms, as section 5 shows for the second harmonic.

As a test, the nonlinear film equation was integrated in time from a relative amplitude of 0.001, in units where γ/(3η) = 1. For mean thickness 1.3 and wavenumber 2 the predicted rate is 1.3³·2⁴. The computed decay agreed to within one part in 10⁴.

**3. The same rate from energy**

The extra surface energy per unit substrate area is, for small slope,

E = γ⟨√(1 + H_x²) − 1⟩ ≈ γ⟨H_x²⟩/2 = γk²a²/4,

where ⟨ ⟩ is an average over one period and ⟨sin² kx⟩ = 1/2. If a decays at rate r, then a² decays at rate 2r, and energy is lost at the rate γk²a²r/2.

The viscous dissipation per unit area follows from the shear profile of section 1:

∫₀ʰ ηu_z² dz = (p_x²/η) ∫₀ʰ (z − h)² dz = h³p_x²/(3η).

For the ripple, p_x = −γH_xxx = −γak³ sin kx, so ⟨p_x²⟩ = γ²a²k⁶/2. Equating loss and dissipation,

γk²a²r/2 = γ²a²k⁶h³/(6η), so r = γh³k⁴/(3η).

For a 1 nm ripple on the opening film, the energy loss computed from the arc length, divided by the dissipation from the numerical profile, is 1.000000.

**4. Generalizing to any kh**

To see where the thin-film step fails, keep a ≪ h and ak ≪ 1 but let kh be arbitrary. The flow obeys ∇p = η∇²v and ∇·v = 0. The divergence of the first equation gives ∇²p = 0. Applying ∇² to its vertical component then gives ∇⁴w = 0 for the vertical velocity w. With

w = W(z) cos kx, u = −(W_z/k) sin kx, p = P(z) cos kx,

volume is conserved, and W obeys (d²/dz² − k²)²W = 0. The x component of the force balance gives

P = η(W_zzz − k²W_z)/k².

No flow at the substrate means W = W_z = 0 at z = 0. At the surface, which may be taken at z = h for a shallow ripple, zero shear stress u_z + w_x = 0 becomes

W_zz + k²W = 0.

The normal stress must balance surface tension, −P + 2ηW_z = −γk²a. Inserting P and multiplying by −k²/η,

W_zzz − 3k²W_z = γk⁴a/η.

Write ζ = kz and q = kh. The general solution that satisfies both substrate conditions is

W = A(sinh ζ − ζ cosh ζ) + Bζ sinh ζ.

Its derivatives with respect to ζ are

W′ = −Aζ sinh ζ + B(sinh ζ + ζ cosh ζ),
W″ = −A(sinh ζ + ζ cosh ζ) + B(2 cosh ζ + ζ sinh ζ),
W‴ = −A(2 cosh ζ + ζ sinh ζ) + B(3 sinh ζ + ζ cosh ζ).

Let S = sinh q and C = cosh q. The shear condition W″ + W = 0 at ζ = q reads

−2AqC + 2B(C + qS) = 0,

which is met by A = F(C + qS), B = FqC with one constant F. The normal condition is now W‴ − 3W′ = γka/η. Its left side is

−2A(C − qS) − 2BqC = −2F[(C + qS)(C − qS) + q²C²] = −2F(C² + q²),

because C² − S² = 1. Thus F = −γka/[2η(C² + q²)]. The surface moves with the liquid, so da/dt = W(h), and

W(h) = A(S − qC) + BqS
= F[CS − qC² + qS² − q²CS + q²CS]
= F(CS − q).

The decay rate for any kh is therefore

r = (γk/2η)(sinh q cosh q − q)/(cosh² q + q²).

For small q,

CS − q = (sinh 2q)/2 − q = (2q³/3)(1 + q²/5 + 2q⁴/105 + …),
C² + q² = 1 + 2q² + q⁴/3 + …,
1/(C² + q²) = 1 − 2q² + 11q⁴/3 + ….

Multiplying these series,

r = r₀(1 − 9q²/5 + 23q⁴/7 + …).

The leading term is the thin-film rate, since (γk/2η)(2q³/3) = γh³k⁴/(3η). The first correction is negative: the thin-film formula overestimates the speed. A separate numerical solution of the flow, which does not use the hyperbolic functions, gives −1.792 for (r/r₀ − 1)/q² at q = 0.05. The series gives −1.8 + 23·0.05²/7 = −1.792.

The ratio r/r₀ is 0.982 at kh = 0.1, 0.861 at 0.3, 0.361 at 1 and 0.049 at 3. It has fallen to 0.9 at kh = 0.249, where the thickness is 0.040 of the period. The requirement kh ≪ 1 is thus stricter than a film merely thinner than the period.

In the opposite limit, q ≫ 1, the fraction in r tends to 1 and

r → γk/(2η).

The thickness has dropped out, because the flow dies away before it reaches the substrate. The period then enters to the first power, not the fourth.

**5. Generalizing to finite amplitude**

Now return to kh ≪ 1 and let e = a/h be small but not negligible. With G = H/h, X = kx and T = r₀t, the nonlinear film equation becomes

G_T = −(G³G_XXX)_X.

The product of cosines in G³G_XXX creates a second harmonic, so take

G = 1 + e cos X + s cos 2X, with s of order e².

Then G_XXX = e sin X + 8s sin 2X, and to the order needed

G³ = 1 + 3e cos X + 3s cos 2X + 3e² cos² X.

The sin 2X part of G³G_XXX is 8s + 3e²/2, since cos X sin X = (sin 2X)/2. Taking −∂/∂X gives

ds/dT = −16s − 3e².

The sin X part has four contributions:

- e, from 1·e sin X;
- 12es, from 3e cos X · 8s sin 2X;
- −3es/2, from 3s cos 2X · e sin X;
- 3e³/4, from 3e² cos² X · e sin X.

A third harmonic also appears, but it is of order e³ and affects e only at higher order. Therefore

de/dT = −e(1 + 3e²/4 + 21s/2).

A pure cosine has s = 0 and starts at the rate r₀(1 + 3e²/4), slightly fast. The harmonic then grows. To leading order e² decays as exp(−2T), so try s = ce²:

−2c = −16c − 3, c = −3/14.

With e₀ the initial value of e, the solution that starts from s = 0 is

s = −(3/14)e₀²[exp(−2T) − exp(−16T)].

The second term soon becomes negligible, and the rate settles to

r₀(1 + 3e²/4 − 9e²/4) = r₀(1 − 3e²/2).

The negative harmonic lowers both crest and trough: crests are flattened and troughs deepened. The thin liquid under the troughs resists flow more strongly, since the flux varies as H³, so from a pure cosine a trough fills more slowly than a crest sinks. The lower rate that follows comes from the term 12es: the pressure gradient of the harmonic opposes the levelling flow on the thick side, near the crests, and aids it only on the thin side, near the troughs, where it moves less liquid.

Numerical integration of the film equation from e = 0.1 gives 0.7500 for the initial coefficient of e² in the rate. At T = 1 it gives −1.5004 for the later coefficient and −0.2144 for s/e², against −3/2 and −3/14 = −0.2143. Strictly exponential decay thus belongs to the linearized problem, but a ripple of one tenth of the thickness departs from it only slightly.

**6. Other forces**

Gravity adds ρgH to the part of the pressure that varies along x, where ρ is the density. Van der Waals attraction gives the film an energy per area −A/(12πH²), where A is now the Hamaker constant. Its derivative with respect to H is an added pressure A/(6πH³), which changes by −A/(2πh⁴) per unit of thickness. The pressure amplitude γk²a therefore becomes

[γk² + ρg − A/(2πh⁴)]a,

and r₀ is multiplied by the bracket divided by γk². A film on top of its substrate is levelled faster by gravity. A positive A slows the levelling, and if the bracket is negative the ripple grows.

In scaled units with h = k = 1, an added pressure 0.3G + 0.05/G³ should change the rate from 1 to 1 + 0.3 − 3·0.05 = 1.15. Integration of the film equation from an amplitude of 0.001 reproduced this to within one part in 10⁴.

**7. The 100 nm film in numbers**

The opening case represents thermal reflow of a thermoplastic nanoimprint resist, 60 K above its glass transition. The inputs are round values of rough typical size, not data for a particular polymer. The initial amplitude is 10 nm, so e = 0.1. The wavenumber is

k = 2π/(4000 nm) = 0.001571 nm⁻¹, and kh = 0.157.

The driving pressure amplitude is γk²a = 740 Pa at the start. In SI units the rate is

r₀ = (0.030)(10⁻⁷)³(1.571 × 10⁶)⁴/(3 × 10⁴) = 6.09 × 10⁻³ s⁻¹,

so the time constant is 1/r₀ = 164 s. The amplitude reaches 1 nm after 164 s × ln 10 = 378 s, and it is 1.6 nm after 300 s.

The full flow solution gives 5.83 × 10⁻³ s⁻¹, or 172 s. This is 4.2 % below the thin-film rate, as the series in section 4 predicts for kh = 0.157. The opening comparison with a doubled thickness is less accurate, because kh is then 0.314 and the thin-film rate is too high by more than a tenth. The factor of eight is a thin-film result; the formula of section 4 gives a gain of about 7.1. For the doubled period it gives about 15.5 in place of sixteen.

Finite amplitude lengthens the time to one tenth by 0.26 %. This small number follows from section 5. Integrating the rate correction over the decay, with e₀ = 0.1, gives

e₀²[−(3/2)(1 − 0.01)/2 + (9/4)/16] = −0.0060.

The scaled time must exceed ln 10 = 2.303 by 0.0060, which is 0.26 %. The squared slope (ak)² is 2.5 × 10⁻⁴, so the simple form of the curvature is adequate.

With A = 10⁻¹⁹ J, van der Waals attraction in the form of section 6 lowers the rate by 0.2 %. That form neglects retardation, which weakens the interaction at this thickness, so the true effect should be smaller. The sign also depends on the substrate. The positive value used here illustrates the slowing case, whereas a polymer on a more polarizable substrate such as silicon has negative A, and the levelling is then slightly faster. With ρ = 1100 kg/m³, the ratio of the gravity term to the surface-tension term is 1.5 × 10⁻⁷. The ratio of inertia to viscous force, ρr₀h²/η, is about 7 × 10⁻¹⁸.

**8. Beside a real resist**

The least secure inputs concern the polymer. An assumed slip length of 5 nm would raise the rate by 15 %, more than the finite-kh correction lowers it. The slip length depends on the polymer and the surface, so this is a size, not a prediction.

A polymer melt is also elastic at short times. With a rough modulus of 10⁵ Pa, its relaxation time is η divided by the modulus, 0.10 s. The product with r₀ is 6 × 10⁻⁴, so treating this melt as a viscous liquid is reasonable. A single relaxation time is itself a simplification, and a polymer with much slower relaxation could behave differently.

Temperature matters more. The empirical Williams–Landel–Ferry law describes the viscosity at Θ kelvin above the glass transition by

log₁₀[η(Θ)/η(0)] = −17.44Θ/(51.6 + Θ),

with generic constants. At Θ = 60, one kelvin more raises the levelling rate by 18 % and one kelvin less lowers it by 15 %, with γ and h held fixed. At Θ = 20 the exponent is −4.87 instead of −9.38, and the time constant grows from 164 s to about 61 days. With these generic constants, a ripple cooled by 40 K loses less than 2 % of its amplitude in a day. These figures depend strongly on the polymer. Constants of 13.7 and 50 K, a set often quoted for polystyrene, give 14 % per kelvin and about 7 days, a loss of more than 10 % in a day, while larger constants can stretch the time to years.

The example is a gentle one. Its period is long and its amplitude small, as the derivation requires. Imprinted lines can be as tall as the layer beneath them or taller. Then a/h is no longer small, and the settled rate r₀(1 − 3e²/2) of section 5 becomes less accurate as it grows. They can also be closely spaced: for a 100 nm film, kh = 1 corresponds to a period of 628 nm, where the thin-film formula overestimates the rate of even a shallow ripple by a factor of 1/0.361 = 2.8.

For estimating a reflow time, r₀ is therefore suitable when the film is thinner than about 0.04 of the period, the ripple is shallow, and the viscosity is known at the temperature of use. The first condition keeps the finite-kh error within about 10 % of r₀. Three further conditions apply: 3b/h must be small, the polymer must relax much faster than the ripple levels, and the gravity and van der Waals terms of section 6 must be small beside γk². The van der Waals term grows as 1/h⁴, so a film can also be too thin for r₀ to hold. An error in the viscosity passes directly into the time, and the viscosity of a thin film can differ from the bulk value. The estimate also assumes a film free of stress at the start: residual stress left by imprinting can relax a pattern independently of surface tension and is outside this model. The values behind these estimates are listed in the numerical output below.

Computed values

```
GENERAL RESULTS
flux integral of unit profile: 0.333333
Stokes correction coefficient of (kh)^2: -1.792
Stokes rate / thin-film rate at kh=0.1: 0.9823
Stokes rate / thin-film rate at kh=0.3: 0.8608
Stokes rate / thin-film rate at kh=1.0: 0.3609
Stokes rate / thin-film rate at kh=3.0: 0.0493
kh where thin-film rate is off by 10% of itself: 0.249
  same, as thickness / period: 0.0396
pure-cosine rate coefficient of (a/h)^2: 0.7500
later rate coefficient of (a/h)^2: -1.5004
second harmonic / (a/h)^2: -0.2144
EXAMPLE INPUTS (rough)
thickness: 100 nm
period: 4000 nm
initial amplitude: 10 nm
surface tension: 30 mN/m
viscosity: 1.0e+04 Pa s
temperature above glass transition: 60 K
density: 1100 kg/m^3
Hamaker constant: 1.0e-19 J
slip length: 5 nm
elastic modulus: 1.0e+05 Pa
WLF constants: 17.44 and 51.6 K
EXAMPLE RESULTS
wavenumber: 0.001571 1/nm
kh: 0.1571
pressure amplitude at start: 740.2 Pa
thin-film rate r0: 6.0881e-03 1/s
time constant: 164.3 s
time to one tenth of amplitude: 378.2 s
amplitude after 300 s: 1.610 nm
time constant, period doubled: 2628 s
time constant, thickness doubled: 20.5 s
full Stokes rate: 5.8293e-03 1/s
full Stokes time constant: 171.5 s
energy loss / dissipation: 1.000000
NEGLECTED EFFECTS
finite kh, change of rate: -4.25 %
finite amplitude, change of time to one tenth: 0.263 %
squared surface slope (ak)^2: 2.47e-04
slip, change of rate: +15.0 %
van der Waals, change of rate: -0.215 %
gravity / capillarity: 1.5e-07
inertia / viscosity: 6.7e-18
polymer relaxation time: 0.10 s
r0 times relaxation time: 6.1e-04
1 K hotter, change of rate: +17.9 %
1 K colder, change of rate: -15.5 %
time constant 20 K above glass: 61 days
```
